# Semi-Implicit Fourier Evolution of Ferroelectric Polarization with Dealiasing and Energy Tests

## Three rates, and one that should set the step

Take a two-component polarization $\mathbf p(\mathbf r,t)$ in a crystal plane with square symmetry. Reversal $\mathbf p\to-\mathbf p$, mirror reflection and the exchange of the axes leave one quadratic invariant, $p_x^2+p_y^2$, and two quartic ones, $p_x^4+p_y^4$ and $p_x^2p_y^2$. In the ferroelectric phase, at quartic order, the local free-energy density is therefore
$$-\tfrac{|\alpha|}{2}|\mathbf p|^2+\tfrac{\beta}{4}(p_x^4+p_y^4)+\tfrac{\gamma}{2}p_x^2p_y^2 .$$
Add the gradient energy $\frac{G}{2}|\nabla\mathbf p|^2$, whose isotropy is a modelling choice, and the electrostatic energy in a background permittivity $\varepsilon$. Relaxation with mobility $\Gamma$ obeys $\partial_t\mathbf p=-\Gamma\,\delta F/\delta\mathbf p$.

Dimensions now give three rates: $\Gamma|\alpha|$ for the local physics, $\Gamma/\varepsilon$ for the electrostatic removal of bound charge, and $\Gamma Gk^2$ for a ripple of wavenumber $k$. The first two know nothing of the grid. The third grows without limit as the grid is refined, although the finest ripples carry almost no physics. A good time step should have the form $\Delta t=\text{number}/(\Gamma|\alpha|)$, with no grid spacing in it. The task is to find a scheme that achieves this, and the number.

Measure polarization in $P_s=\sqrt{|\alpha|/\beta}$, energy density in $|\alpha|P_s^2$, length in $\sqrt{G/|\alpha|}$ and time in $1/(\Gamma|\alpha|)$. Two parameters remain, $c=\gamma/\beta$ and $\kappa=1/(\varepsilon|\alpha|)$, and
$$f(\mathbf P)=-\tfrac12|\mathbf P|^2+\tfrac14(P_x^4+P_y^4)+\tfrac c2P_x^2P_y^2 .$$
All numbers below are in these units, with $c=2$ and $\kappa=2$. The lowest uniform states then lie along the axes, $|\mathbf P|=1$, $f=-\tfrac14$. Elastic coupling, thermal noise and, at first, an applied field are left out. The value $\kappa=2$ is a convenient small one: in perovskites such as PbTiO$_3$ or BaTiO$_3$, with a background relative permittivity of 5 to 10, $\kappa$ is tens to hundreds. There the electrostatic rate, more than the grid, limits an explicit step at the resolution used below, while the semi-implicit bound derived below does not contain $\kappa$. The electrostatics also assumes fields that are uniform along the third axis, as in a bulk crystal; a thin film has a different kernel.

## The stiff part as a matrix for each wavevector

The box is periodic and short-circuited, so the mean electric field vanishes. Write $\mathbf P=\sum_{\mathbf k}\mathbf P_{\mathbf k}e^{i\mathbf k\cdot\mathbf r}$ and let $\langle\mathbf u,\mathbf v\rangle=\sum_{\mathbf k}\mathbf u_{\mathbf k}^*\cdot\mathbf v_{\mathbf k}$ be the box average of $\mathbf u\cdot\mathbf v$.

A field without curl is parallel to $\mathbf k$. In reduced units $\nabla\cdot(\mathbf E/\kappa+\mathbf P)=0$ gives $\mathbf k\cdot\mathbf E_{\mathbf k}=-\kappa\,\mathbf k\cdot\mathbf P_{\mathbf k}$, hence
$$\mathbf E_{\mathbf k}=-\kappa\,\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}),\qquad \frac{|\mathbf E_{\mathbf k}|^2}{2\kappa}=\frac{\kappa}{2}|\hat{\mathbf k}\cdot\mathbf P_{\mathbf k}|^2 .$$
Only the longitudinal part, which carries bound charge, costs electrostatic energy. The mean energy density is
$$E=\tfrac12\langle\mathbf P,A\mathbf P\rangle+\langle f(\mathbf P)\rangle,\qquad A_{\mathbf k}=k^2I+\kappa\,\hat{\mathbf k}\hat{\mathbf k}^{T},\quad A_0=0,$$
where $\langle f\rangle$ is a box average. For a smooth test field this gives 0.297904, and a real-space evaluation with finite differences and a Poisson solve, extrapolated from two grid spacings, gives the same six digits.

Keep the modes with integer indices $|m_x|,|m_y|\le K$, and let $\Pi$ project on them. The equation to integrate is
$$\partial_t\mathbf P=-A\mathbf P-\Pi f'(\mathbf P).$$

## What goes wrong with the explicit step

Explicit Euler multiplies a small mode about $\mathbf P=0$ by $1-\lambda\Delta t$, with $\lambda=k^2-1$ for transverse and $\lambda=k^2+\kappa-1$ for longitudinal polarization. A mode with $\lambda>0$ should decay, which requires $|1-\lambda\Delta t|<1$, or $\Delta t<2/\lambda$. In a box of side 32 with $K=16$, the corner of the kept band has $k^2=2(2\pi\cdot16/32)^2=2\pi^2=19.74$. Therefore
$$\Delta t<\frac{2}{19.74+2-1}=0.0964 .$$
Doubling $K$ multiplies $k^2$ by four and cuts the step to about 0.025. In tests from small noise, the energy fell throughout 20 steps at 0.9 of the value 0.0964, and rose within 100 steps at 1.1 of it. This value holds about $\mathbf P=0$. In a formed domain with $|\mathbf P|=1$ the Landau curvatures are 1 and 2 instead of $-1$, and the limit falls to about 0.086, so a long explicit run needs the smaller step.

The offending term is linear and diagonal in $\mathbf k$, apart from a $2\times2$ block, so treating it implicitly costs almost nothing. The cubic force couples all modes, and an implicit treatment would need a nonlinear solve. This suggests
$$\Big(\frac1{\Delta t}+A\Big)\mathbf P^{n+1}=\mathbf r,\qquad \mathbf r=\frac{\mathbf P^n}{\Delta t}-\Pi f'(\mathbf P^n).$$
To solve it, split $\mathbf r_{\mathbf k}$ into $\mathbf r_L=\hat{\mathbf k}(\hat{\mathbf k}\cdot\mathbf r_{\mathbf k})$ and $\mathbf r_T=\mathbf r_{\mathbf k}-\mathbf r_L$. The matrix $A_{\mathbf k}$ multiplies the first by $k^2+\kappa$ and the second by $k^2$, so
$$\mathbf P^{n+1}_{\mathbf k}=\frac{\mathbf r_T}{1/\Delta t+k^2}+\frac{\mathbf r_L}{1/\Delta t+k^2+\kappa}.$$
At $\mathbf k=0$ one sets $\mathbf r_L=0$. A small transverse mode is now multiplied by $(1+\Delta t)/(1+k^2\Delta t)$, which is positive and below one whenever $k^2>1$, for any step. The grid limit has gone from the linear problem. The nonlinear problem needs its own argument.

## The energy law fixes the time step

Let $\boldsymbol\delta=\mathbf P^{n+1}-\mathbf P^n$ and $Q(\mathbf u)=\langle\mathbf u,A\mathbf u\rangle\ge0$. Let $H\ge0$ bound from above the eigenvalues of the second-derivative matrix of $f$ on the segment between the old and new values at every grid point. Taylor's theorem at each point, averaged over the grid, gives
$$\langle f(\mathbf P^{n+1})\rangle-\langle f(\mathbf P^n)\rangle\le\langle\Pi f'(\mathbf P^n),\boldsymbol\delta\rangle+\tfrac H2\langle\boldsymbol\delta,\boldsymbol\delta\rangle .$$
The projector may be inserted because $\boldsymbol\delta$ contains kept modes only. The scheme itself reads $\boldsymbol\delta/\Delta t+A\mathbf P^{n+1}+\Pi f'(\mathbf P^n)=0$. Its inner product with $\boldsymbol\delta$ is
$$\langle\Pi f'(\mathbf P^n),\boldsymbol\delta\rangle=-\frac{\langle\boldsymbol\delta,\boldsymbol\delta\rangle}{\Delta t}-\langle A\mathbf P^{n+1},\boldsymbol\delta\rangle .$$
Since $A$ is symmetric, expanding $Q(\mathbf P^n)=Q(\mathbf P^{n+1}-\boldsymbol\delta)$ yields
$$\langle A\mathbf P^{n+1},\boldsymbol\delta\rangle=\tfrac12\big[Q(\mathbf P^{n+1})-Q(\mathbf P^n)+Q(\boldsymbol\delta)\big].$$
Now add the change $\frac12[Q(\mathbf P^{n+1})-Q(\mathbf P^n)]$ of the quadratic energy to the Taylor bound. It cancels against the same bracket with opposite sign, leaving
$$E^{n+1}-E^n\le-\Big(\frac1{\Delta t}-\frac H2\Big)\langle\boldsymbol\delta,\boldsymbol\delta\rangle-\tfrac12Q(\boldsymbol\delta).$$
The energy cannot rise if $\Delta t\le2/H$. As the dimensional argument demanded, only the local curvature enters.

For the curvature, put $\mathbf P=\rho(\cos\theta,\sin\theta)$. The second derivatives are
$$f_{xx}=-1+3P_x^2+cP_y^2,\quad f_{yy}=-1+3P_y^2+cP_x^2,\quad f_{xy}=2cP_xP_y .$$
Half the trace is $-1+\rho^2(3+c)/2$, half the diagonal difference is $\rho^2\frac{3-c}2\cos2\theta$, and the off-diagonal element is $c\rho^2\sin2\theta$. The larger eigenvalue is
$$-1+\rho^2\Big[\tfrac{3+c}2+\sqrt{\big(\tfrac{3-c}2\big)^2\cos^22\theta+c^2\sin^22\theta}\Big].$$
For $0<c<3$ the root is at most the larger of $(3-c)/2$ and $c$. Thus, for $|\mathbf P|\le R$,
$$H=-1+R^2\max\big[3,\tfrac32(1+c)\big].$$
A disc is convex, so it contains every segment between its points. With $c=2$ and $R=1$, $H=3.5$ and $\Delta t\le0.571$. Because $R$ must also cover the new field, the condition is checked after the step. If it fails, the step is repeated with a smaller $\Delta t$.

The condition is sufficient, not necessary. Near the uniform state $\mathbf P=(1,0)$ a uniform deviation $e$ along the polarization feels $f_{xx}=2$ and becomes $(1-2\Delta t)e$. It decays only for $\Delta t<1$. Starting from $P_x=1.01$, one step changes the energy density by $-3.3\times10^{-5}$ at $\Delta t=0.9$ and by $+4.9\times10^{-5}$ at $\Delta t=1.1$. Implicit gradients therefore do not permit arbitrary steps: a uniform domain has no gradients to help it.

One remedy adds a term $S(\mathbf P^{n+1}-\mathbf P^n)$ to the left of the scheme written as a sum equal to zero. Collecting terms in $\mathbf P^{n+1}$ and $\mathbf P^n$ replaces $1/\Delta t$ by $1/\Delta t+S$ in both places. The result is the original scheme with
$$\Delta t'=\frac{\Delta t}{1+S\Delta t}<\frac1S .$$
If $S\ge H/2$, the energy law holds for every nominal step, but the clock has slowed down. With $S=2$ and $\Delta t=1$ the field advances by an ordinary step of $1/3$. Stabilization of this first-order scheme buys safety, not speed.

## Dealiasing a cubic force

The force is evaluated on $M$ points per direction. There the harmonics $n$ and $n-M$ are indistinguishable, since $e^{2\pi inj/M}=e^{2\pi i(n-M)j/M}$ at integer $j$. If $P$ contains harmonics up to $K$, its cube reaches $3K$. The highest one appears at $3K-M$ and must fall below the kept band:
$$3K-M<-K\quad\Longrightarrow\quad M>4K .$$
Negative harmonics give the same condition by symmetry, and each direction is treated alike. The quartic energy reaches $4K$, and its grid average is the true average if no nonzero harmonic appears at zero, again $M>4K$. A quadratic product would need only $2K-M<-K$, or $M>3K$, which is the two-thirds rule. For one random set of coefficients with $K=5$, the error of the kept cubic force relative to its norm is 12% at $M=3K+1=16$, 0.4% at $M=4K=20$, and rounding error at $M=21$. A sixth-order Landau energy has a quintic force, and the same argument gives $M>6K$.

It is tempting to judge dealiasing by whether the energy decreases. That test is blind. On any grid with $M\ge2K+1$, the derivative of the grid average $\langle f(\mathbf P)\rangle$ along a kept field $\mathbf v$ is the grid average of $f'(\mathbf P)\cdot\mathbf v$, which equals $\langle\Pi f'(\mathbf P),\mathbf v\rangle$. The aliased force is thus the exact gradient of the aliased energy, and the energy law above holds for it unchanged. The gradient property was tested on both kinds of grid.

What aliasing destroys is translation invariance. Shifting a field by $s$ multiplies harmonic $m$ by $e^{-ik_ms}$ and leaves the true energy unchanged. An aliased harmonic $M$ of $P^4$, however, is counted as a constant and brings the phase $e^{-ik_Ms}$ with it. The energy then depends on where a wall sits between grid points. For a relaxed wall pair with $K=8$, a rigid shift changes the energy per wall by 0.026 on 18 points, nearly 3% of the wall energy, and by rounding error on 33 points. This shift test has a blind spot of its own. The pair contains odd harmonics only, so $P^4$ contains even ones up to 28, and for any odd $M\ge17$ no multiple of $M$ is among them. The two walls then sit half a grid spacing out of step and their variations cancel, so a rigid shift of the pair shows nothing on 17 points either, although the force there is aliased. The 0.026 is a rigid-shift variation. A wall that relaxes as it moves may meet a different barrier, but the artificial landscape is there, and it can hold back a wall driven by a weak field.

## Energy convergence in time

Two energies answer two different questions. The energy of a moving state tests the time step; that of a stationary state tests the spatial resolution.

For a small transverse mode with $q=k^2$, the logarithm of the factor per step is
$$\ln\frac{1+\Delta t}{1+q\Delta t}=(1-q)\Delta t-\tfrac12(1-q^2)\Delta t^2+O(\Delta t^3).$$
The first term is the true growth. The second accumulates over $t/\Delta t$ steps to an error of first order in $\Delta t$. For $q<1$ growth is too slow; for $q>1$ decay is too slow. In both cases the energy is too high. Longitudinal modes follow with $q=k^2+\kappa$.

A smooth test field of small amplitude falls from $E=0.01713$ to $-0.01719$ between $t=0$ and $t=1$, according to an adaptive high-order integration of the same truncated equations. The semi-implicit result differs by:

| $\Delta t$ | energy error |
|---|---|
| 0.1 | $2.05\times10^{-3}$ |
| 0.05 | $1.05\times10^{-3}$ |
| 0.025 | $5.33\times10^{-4}$ |
| 0.0125 | $2.68\times10^{-4}$ |

The errors are positive, as the linear estimate suggests, and the last ratio is 1.99, close to the factor two of a first-order method. Relative to the total fall of 0.0343, the error is 6% at the largest step and 0.8% at the smallest. Writing $E(\Delta t)=E_*+a_1\Delta t+O(\Delta t^2)$, the combination $2E(\Delta t/2)-E(\Delta t)$ removes $a_1$. Applied to the last two rows, it leaves $3.6\times10^{-6}$, about 0.01% of the fall.

## Energy convergence in space

If $\mathbf P^{n+1}=\mathbf P^n$, the scheme reduces to $A\mathbf P+\Pi f'(\mathbf P)=0$, which contains no $\Delta t$. A relaxed energy therefore isolates the cutoff $K$.

A suitable benchmark is the 180° wall with $\mathbf P=(0,P(x))$. Its wavevectors lie along $x$, so the polarization is transverse and there is no bound charge. Stationarity reads $P''=P^3-P$. Multiply by $P'$ and integrate from the domain, where $P'=0$ and $P^2=1$:
$$\tfrac12P'^2=\tfrac14(1-P^2)^2,\qquad P'=\frac{1-P^2}{\sqrt2},\qquad P=\tanh\frac{x}{\sqrt2}.$$
The excess density over the domain is $\frac12P'^2+f+\frac14=P'^2$, because $f+\frac14=\frac14(1-P^2)^2$. The wall energy is
$$\sigma=\int P'^2dx=\int_{-1}^{1}\frac{1-P^2}{\sqrt2}\,dP=\frac{2\sqrt2}{3}=0.94281 .$$

A periodic box needs two walls. They are placed half a box apart in length $L=32$, with $P(x+L/2)=-P(x)$, and this symmetry keeps their spacing fixed, though the pair as a whole may sit anywhere. The overlap of their tails has a small effect. Midway between walls a distance $d$ apart, the two tails add to $1-|P|\approx4e^{-d/\sqrt2}$, and the excess density there is $(1-|P|)^2\approx16e^{-\sqrt2d}$. Widening the gap inserts material of this density, and since the state is stationary no other first-order change occurs. Integrating over $d$, the overlap lowers the energy per wall by $8\sqrt2\,e^{-\sqrt2d}\approx1.7\times10^{-9}$ at $d=16$. It is neglected below.

The truncation error can be predicted. Near a stationary state the energy is quadratic in the omitted part. At large $k$ the gradient term $k^2$ outweighs the Landau curvature, which is of order one, so the leading error is the gradient energy of the omitted modes. With $u=x/\sqrt2$ and $q=\sqrt2k$, the transform of $P'$ for one wall is
$$I(k)=\int_{-\infty}^{\infty}\operatorname{sech}^2u\,e^{-iqu}du .$$
Moving the line of integration down by $i\pi$ leaves $\operatorname{sech}^2u$ unchanged and multiplies the integral by $e^{-\pi q}$. Between the lines lies a double pole at $u=-i\pi/2$, where $\operatorname{sech}^2u=-1/\sinh^2z$ with $z=u+i\pi/2$; the residue of the integrand is $iqe^{-\pi q/2}$. The contour runs clockwise, so
$$I(1-e^{-\pi q})=-2\pi i\,(iqe^{-\pi q/2}),\qquad I=\frac{\pi q}{\sinh(\pi q/2)}.$$
The second wall has the opposite slope. Even harmonics cancel and odd ones have derivative coefficient $2I/L$. Half the box belongs to each wall, and $\pm m$ contribute equally, so the error per wall is approximately
$$\Delta\sigma\approx\frac L2\sum_{m>K,\ \text{odd}}\left(\frac{2I(k_m)}L\right)^2,\qquad k_m=\frac{2\pi m}{L}.$$
Each term falls as $k^2e^{-\pi\sqrt2k}$.

| $K$ | error of $\sigma$ | estimate |
|---|---|---|
| 8 | $9.6\times10^{-3}$ | $8.1\times10^{-3}$ |
| 12 | $5.5\times10^{-4}$ | $5.0\times10^{-4}$ |
| 16 | $2.7\times10^{-5}$ | $2.5\times10^{-5}$ |
| 24 | $5.05\times10^{-8}$ | $5.04\times10^{-8}$ |

The estimate improves as $k$ grows, as its derivation requires. In the last row the neglected overlap is about 3% of the error, so the agreement there is closer than the estimate deserves. Down to the size of that overlap, the energies approach $\sigma$ from above: each larger mode space contains the smaller one, so the minimum within the symmetry class cannot rise. With $K=16$, relaxation at $\Delta t=0.4$ and at $0.1$ gives the same energy to rounding error.

## A run from noise

The two-dimensional run uses a $32\times32$ box, $K=16$, $M=65>4K$ and $\Delta t=0.25$, which is $0.25/0.0964=2.6$ times the explicit limit about $\mathbf P=0$. Each step transforms to the grid, forms $f'$, transforms back, projects and divides. The energy inequality was tested at all 800 steps. The largest polarization was $R=1.036$, so $H=-1+4.5\times1.073=3.83$ and the guaranteed step is $2/3.83=0.52$.

| $t$ | energy density | longitudinal share of $\langle P^2\rangle$ |
|---|---|---|
| 0 | 0.0043 | 0.52 |
| 5 | −0.0168 | below 0.0001 |
| 10 | −0.1696 | 0.0055 |
| 50 | −0.2143 | 0.0016 |
| 100 | −0.2500 | below 0.0001 |

The early loss of the longitudinal part follows from the linear rates: with $\kappa=2$ these modes decay at $k^2+1$, while transverse modes with $k<1$ grow. The linear equations do not mix the two kinds, so the small share that returns by $t=10$ comes from the cubic force. At $t=50$ the excess energy is $(0.2500-0.2143)\times1024\approx37$. This number alone does not give the length of wall that remains, because it does not say what kind of wall or defect carries the energy; 90° and 180° walls, for instance, have different energies per unit length. By $t=100$ the walls have gone. The final state is a single domain, $\mathbf P=(0,-1)$, not a lasting pattern. Symmetry makes the four axis directions equivalent, and the particular noise selected this one.

A monotonic energy does not certify the times in this table. At a first-order step of 0.25 the longest waves grow at $\ln(1.25)/0.25=0.89$ instead of 1. Over five time units their energy, which goes as the amplitude squared, then lags by a factor of up to $e^{2\times0.107\times5}\approx3$, so the entry at $t=5$ is far from converged. The times should be checked by halving $\Delta t$.

## Where the construction carries over

A constant applied field adds $-\mathbf E_0\cdot\mathbf P$ to $f$. This term is linear, so the formula for $H$ at given $R$ is unchanged, but the field can enlarge $R$ and so shorten the guaranteed step. A time-dependent field does work, and the energy may then rise legitimately. An anisotropic gradient energy changes only the $2\times2$ matrix, and the law survives while that matrix stays symmetric and nonnegative. A permittivity that varies in space couples the wavevectors, and the closed-form solve is lost. The numerical output below gives the remaining digits.

## Table of computed values

```
Parameters: B=1.0, C=2.0, G=1.0, KAPPA=2.0 (reduced units)
Test field energy density: spectral 0.297904, real-space 0.297904
Cubic force, K=5, M=16: relative alias error 1.16e-01
Cubic force, K=5, M=20: relative alias error 4.02e-03
Cubic force, K=5, M=21: relative alias error 5.32e-16
Largest Landau curvature at |P|=1: 3.5000; safe dt 0.5714
Uniform P=1.01, dt=0.9: one-step energy change -3.316e-05
Uniform P=1.01, dt=1.1: one-step energy change 4.918e-05
Stabilized step dt=1.0, S=2.0: effective dt 0.3333
Transient: E(0)=0.01713030, reference E(1.0)=-0.01719281
  dt=0.1000: energy error 2.0480e-03
  dt=0.0500: energy error 1.0520e-03
  dt=0.0250: energy error 5.3320e-04
  dt=0.0125: energy error 2.6841e-04
  last error ratio 1.9865; Richardson error 3.627e-06
Isolated 180-degree wall energy 2*sqrt(2)/3 = 0.94280904
  K=8: wall energy 0.95236849, error 9.559e-03, tail estimate 8.066e-03
  K=12: wall energy 0.94335877, error 5.497e-04, tail estimate 4.963e-04
  K=16: wall energy 0.94283631, error 2.726e-05, tail estimate 2.546e-05
  K=24: wall energy 0.94280909, error 5.050e-08, tail estimate 5.039e-08
  K=16, dt=0.4 against 0.1: energy difference 4.4e-16
  K=8, M=18: wall energy spread under shift 2.58e-02
  K=8, M=33: wall energy spread under shift 4.44e-16
2D run: box 32.0 x 32.0, K=16, M=65, dt=0.25
  largest k^2 19.7392; explicit Euler limit near P=0: dt 0.0964
  t=0: energy density 0.004333, longitudinal share 0.5173
  t=5: energy density -0.016773, longitudinal share 0.0000
  t=10: energy density -0.169624, longitudinal share 0.0055
  t=20: energy density -0.191706, longitudinal share 0.0021
  t=50: energy density -0.214295, longitudinal share 0.0016
  t=100: energy density -0.250000, longitudinal share 0.0000
  t=200: energy density -0.250000, longitudinal share 0.0000
  largest |P| in run 1.0358; guaranteed dt 0.5225
  final mean P = (-0.0000, -1.0000)
  final area fraction with |Px|>|Py|: 0.0000
```
